**Equilibrium capture and emission times of an acceptor trap**

The program examines \(\tau_c/\tau_e=(g_0/g_1)\exp[(E_T-E_F)/kT]\), where \(\tau_c\) and \(\tau_e\) are the mean empty and filled times, \(g_0\) and \(g_1\) count the empty and filled microstates, \(E_T\) is the difference of lowest total energies, and \(E_F\) is the channel Fermi level. It asserts agreement with a canonical count over a finite reservoir and with capture and emission rates integrated over band energies, for \(g_0/g_1=1/2\) and 2. A five-state rate matrix tests the extension to internal partition functions while the empty times are clearly nonexponential. Further assertions cover the tenfold change of the ratio when \(E_F\) moves by \(kT\ln10\), and a simulated telegraph record. At 300 K and \(E_T-E_F=40\) meV, the formula gives 2.349 for \(g_0/g_1=1/2\), and the simulation gives 2.346. A weakly coupled gate with its Fermi level 200 meV lower raises the ratio to 4.580, and a common Fermi level restores 2.349.

## Check in Python

```python
"""Random telegraph noise of an acceptor trap in equilibrium with a channel.

Result under test:
    tau_c / tau_e = (g0 / g1) * exp((ET - EF) / kT)
tau_c : mean time empty (until capture); tau_e : mean time filled
g0,g1 : numbers of degenerate microstates of the empty and filled trap
ET    : lowest total energy filled minus lowest total energy empty
EF    : Fermi level of the channel; kT : thermal energy
Energies are in meV, times in ms.  All model parameters are round choices.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit

temperature = 300.0
kT = k * temperature / e * 1000.0
level_offset = 40.0                      # ET - EF


def ratio_formula(g0, g1, offset):
    return g0 / g1 * np.exp(offset / kT)


ratio_half = ratio_formula(1, 2, level_offset)
ratio_two = ratio_formula(2, 1, level_offset)
occupation = 1.0 / (1.0 + ratio_half)
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.3f} meV")
print(f"ET-EF: {level_offset:.1f} meV")
print(f"Boltzmann factor exp((ET-EF)/kT): {np.exp(level_offset/kT):.4f}")
print(f"tau_c/tau_e for g=1/2: {ratio_half:.4f}")
print(f"filled fraction f for g=1/2: {occupation:.4f}")
print(f"tau_c/tau_e for g=2: {ratio_two:.4f}")
print(f"filled fraction f for g=2: {1/(1+ratio_two):.4f}")

# --- Occupation from a canonical count with a finite reservoir ---
n_levels, n_electrons = 400, 170
reservoir = (np.arange(n_levels) - n_levels / 2) * 0.1 * kT
log_z = np.full(n_electrons + 1, -np.inf)
log_z[0] = 0.0
for energy in reservoir:
    log_z[1:] = np.logaddexp(log_z[1:], log_z[:-1] - energy / kT)
# The Fermi level belongs to the mean of N and N-1 reservoir electrons.
fermi_reservoir = brentq(
    lambda mu: expit((mu - reservoir) / kT).sum() - (n_electrons - 0.5),
    reservoir[0], reservoir[-1])
trap_energy = fermi_reservoir + level_offset
canonical = {}
for g0, g1 in ((1, 2), (2, 1)):
    weight_empty = np.log(g0) + log_z[n_electrons]
    weight_filled = np.log(g1) - trap_energy / kT + log_z[n_electrons - 1]
    canonical[g0, g1] = np.exp(weight_empty - weight_filled)
    # tolerance: finite reservoir
    assert abs(canonical[g0, g1] / ratio_formula(g0, g1, level_offset) - 1) < 1e-3
print(f"canonical count, reservoir levels: {n_levels}")
print(f"canonical count, electrons: {n_electrons}")
print(f"canonical (1-f)/f for g=1/2: {canonical[1, 2]:.4f}")

# --- Dwell times from a rate matrix with excited microstates ---
empty_excitation, filled_excitation = 15.0, 30.0
grand_energy = np.array([0.0, empty_excitation, level_offset, level_offset,
                         level_offset + filled_excitation])
coupling = np.zeros((5, 5))
for i, j, strength in ((0, 1, .03), (0, 2, 1.), (0, 3, .7), (0, 4, .2),
                       (1, 2, .02), (1, 3, .01), (1, 4, .05),
                       (2, 3, .5), (2, 4, .1), (3, 4, .04)):
    coupling[i, j] = coupling[j, i] = strength
rates = coupling * np.exp(grand_energy / kT)[:, None]   # from row to column
generator = rates - np.diag(rates.sum(axis=1))
system = np.vstack([generator.T, np.ones(5)])
stationary = np.linalg.lstsq(system, np.array([0, 0, 0, 0, 0, 1.0]),
                             rcond=None)[0]


def dwell_moments(inside, outside):
    entry = stationary[outside] @ rates[np.ix_(outside, inside)]
    entry = entry / entry.sum()
    block = -generator[np.ix_(inside, inside)]
    first = np.linalg.solve(block, np.ones(len(inside)))
    second = 2 * np.linalg.solve(block, first)
    return entry @ first, entry @ second


empty_set, filled_set = [0, 1], [2, 3, 4]
mean_empty, square_empty = dwell_moments(empty_set, filled_set)
mean_filled, _ = dwell_moments(filled_set, empty_set)
spread = np.sqrt(square_empty - mean_empty**2) / mean_empty
z0 = 1 + np.exp(-empty_excitation / kT)
z1 = 2 + np.exp(-filled_excitation / kT)
dwell_ratio = mean_empty / mean_filled
assert abs(dwell_ratio / ratio_formula(z0, z1, level_offset) - 1) < 1e-8
assert spread > 1.2                      # an exponential law would give 1
print(f"excited level of empty trap: {empty_excitation:.1f} meV")
print(f"excited level of filled trap: {filled_excitation:.1f} meV")
print(f"internal partition functions z0, z1: {z0:.4f}, {z1:.4f}")
print(f"effective g=z0/z1: {z0/z1:.4f}")
print(f"tau_c/tau_e from five-state rate matrix: {dwell_ratio:.4f}")
print(f"empty-time standard deviation/mean: {spread:.3f}")

# --- Capture and emission by quadrature over reservoir energies ---
relaxation = 600.0                       # lattice relaxation energy
band_edge = 50.0                         # channel band edge above channel EF


def exchange_rates(bottom, fermi, trap, capture_channels, emission_channels):
    energy = np.linspace(bottom, 2000.0, 40001)
    crossing = (relaxation - (energy - trap)) / (2 * relaxation)
    from_empty = np.exp(-relaxation * crossing**2 / kT)
    from_filled = np.exp(-relaxation * (crossing - 1)**2 / kT)
    electrons = expit((fermi - energy) / kT)
    holes = expit((energy - fermi) / kT)
    capture = capture_channels * simpson(electrons * from_empty, x=energy)
    emission = emission_channels * simpson(holes * from_filled, x=energy)
    return capture, emission


c_channel, e_channel = exchange_rates(band_edge, 0.0, level_offset, 2, 1)
kinetic_half = e_channel / c_channel
c_pair, e_pair = exchange_rates(band_edge, 0.0, level_offset, 1, 2)
kinetic_two = e_pair / c_pair
assert abs(kinetic_half / ratio_half - 1) < 1e-8
assert abs(kinetic_two / ratio_two - 1) < 1e-8
decade = kT * np.log(10)
c_shift, e_shift = exchange_rates(band_edge, decade, level_offset, 2, 1)
assert abs(kinetic_half / (e_shift / c_shift) - 10) < 1e-6
print(f"lattice relaxation energy: {relaxation:.0f} meV")
print(f"channel band edge above EF: {band_edge:.0f} meV")
print(f"tau_c/tau_e from band kinetics, g=1/2: {kinetic_half:.4f}")
print(f"tau_c/tau_e from band kinetics, g=2: {kinetic_two:.4f}")
print(f"EF shift for a tenfold ratio change: {decade:.2f} meV")

# --- A second reservoir: equilibrium is needed ---
gate_coupling, gate_fermi, gate_bottom = 0.01, -200.0, -3000.0


def two_reservoir_ratio(fermi):
    c_gate, e_gate = exchange_rates(gate_bottom, fermi, level_offset, 2, 1)
    return ((e_channel + gate_coupling * e_gate)
            / (c_channel + gate_coupling * c_gate))


ratio_biased = two_reservoir_ratio(gate_fermi)
ratio_common = two_reservoir_ratio(0.0)
assert abs(ratio_common / ratio_half - 1) < 1e-8
assert ratio_biased > 1.2 * ratio_half
print(f"gate coupling relative to channel: {gate_coupling:.2f}")
print(f"gate Fermi level relative to channel: {gate_fermi:.0f} meV")
print(f"gate band bottom relative to channel EF: {gate_bottom:.0f} meV")
print(f"tau_c/tau_e with gate at that level: {ratio_biased:.4f}")
print(f"tau_c/tau_e with gate at channel EF: {ratio_common:.4f}")

# --- Simulated telegraph record: empty, spin up, spin down ---
step_ms, n_steps = 1.0, 2_000_000
rng = np.random.default_rng(7)
moves = rng.integers(1, 3, n_steps).tolist()
draws = rng.random(n_steps).tolist()
weights = [1.0, np.exp(-level_offset / kT), np.exp(-level_offset / kT)]
state = 0
record = bytearray(n_steps)
for step in range(n_steps):
    trial = (state + moves[step]) % 3
    if draws[step] * weights[state] < weights[trial]:
        state = trial
    record[step] = state > 0
filled = np.frombuffer(record, dtype=np.uint8)
edges = np.flatnonzero(filled[1:] != filled[:-1]) + 1
lengths = np.diff(edges) * step_ms       # complete intervals only
kinds = filled[edges[:-1]]
tau_c = lengths[kinds == 0].mean()
tau_e = lengths[kinds == 1].mean()
simulated = tau_c / tau_e
# tolerance: several standard errors of the finite record
assert abs(simulated / ratio_half - 1) < 0.015
assert abs(filled.mean() - occupation) < 0.005
level_right = kT * np.log(simulated / 0.5)
level_wrong = kT * np.log(simulated)
assert abs(level_right - level_offset) < 0.5
print(f"simulation time step: {step_ms:.1f} ms")
print(f"simulation steps: {n_steps}")
print(f"complete empty intervals: {(kinds == 0).sum()}")
print(f"simulated tau_c: {tau_c:.3f} ms")
print(f"simulated tau_e: {tau_e:.3f} ms")
print(f"simulated tau_c/tau_e: {simulated:.3f}")
print(f"simulated filled fraction: {filled.mean():.4f}")
print(f"ET-EF inferred with g=1/2: {level_right:.2f} meV")
print(f"ET-EF inferred with g=1: {level_wrong:.2f} meV")
print(f"shift kT ln 2: {kT*np.log(2):.2f} meV")

print("tests ok")
```

It prints:

```
temperature: 300 K
thermal energy kT: 25.852 meV
ET-EF: 40.0 meV
Boltzmann factor exp((ET-EF)/kT): 4.6986
tau_c/tau_e for g=1/2: 2.3493
filled fraction f for g=1/2: 0.2986
tau_c/tau_e for g=2: 9.3972
filled fraction f for g=2: 0.0962
canonical count, reservoir levels: 400
canonical count, electrons: 170
canonical (1-f)/f for g=1/2: 2.3493
excited level of empty trap: 15.0 meV
excited level of filled trap: 30.0 meV
internal partition functions z0, z1: 1.5598, 2.3133
effective g=z0/z1: 0.6742
tau_c/tau_e from five-state rate matrix: 3.1680
empty-time standard deviation/mean: 2.182
lattice relaxation energy: 600 meV
channel band edge above EF: 50 meV
tau_c/tau_e from band kinetics, g=1/2: 2.3493
tau_c/tau_e from band kinetics, g=2: 9.3972
EF shift for a tenfold ratio change: 59.53 meV
gate coupling relative to channel: 0.01
gate Fermi level relative to channel: -200 meV
gate band bottom relative to channel EF: -3000 meV
tau_c/tau_e with gate at that level: 4.5803
tau_c/tau_e with gate at channel EF: 2.3493
simulation time step: 1.0 ms
simulation steps: 2000000
complete empty intervals: 298554
simulated tau_c: 4.697 ms
simulated tau_e: 2.002 ms
simulated tau_c/tau_e: 2.346
simulated filled fraction: 0.2989
ET-EF inferred with g=1/2: 39.96 meV
ET-EF inferred with g=1: 22.04 meV
shift kT ln 2: 17.92 meV
tests ok
```
